# Convergence rate of two-configuration SCF for H2 versus bond length

## Problem

Two protons are held at a distance $R$ and share two electrons. The 6-31G basis puts two s functions on each atom. The singlet trial function is

$$\Psi=a\,|g\bar g|+b\,|u\bar u|,\qquad a=\cos\varphi,\quad b=\sin\varphi ,$$

with real normalized orbitals, $g$ even and $u$ odd under inversion. The one-electron operator is

$$h=-\frac{\hbar^2}{2m}\nabla^2-\sum_{A}\frac{e^2}{|\mathbf r-\mathbf R_A|},$$

and $(pq|rs)$ is the Coulomb repulsion, with its factor $e^2$, between the charge distributions $pq$ and $rs$. Define $J_g$ and $K_u$ by $\langle p|J_g|q\rangle=(pq|gg)$ and $\langle p|K_u|q\rangle=(pu|qu)$, and $J_u$, $K_g$ likewise.

The energy is minimized by a repeated cycle. The $2\times2$ CI problem is solved for the current orbitals. Then one Fock operator for each pair is built and diagonalized within its own symmetry, and the lowest eigenvectors become the new $g$ and $u$. Both orbitals are replaced at once, without damping.

(a) Find the two pair Fock operators and the CI solution. (b) Find the factor by which a small orbital error changes per cycle. (c) Evaluate it from 1 to 10 bohr and for separated atoms, and compare it with the factor seen in actual runs.

## First estimate by scaling

With lengths in units of $\hbar^2/me^2$, every integral is $e^2$ over that length times a pure number. The error factor is a ratio of energies, so $\hbar$, $m$ and $e$ drop out, and it can depend only on $R$ in bohr and on the basis.

Its size follows from the first configuration alone, whose Fock operator is $h+J_g$. Let $g'$ be the second even orbital, orthogonal to $g$. An error $\theta$ in $g\to g+\theta g'$ changes the density $gg$ by $2\theta\,gg'$, and hence the Fock element between $g'$ and $g$ by $2\theta(gg'|gg')$. Dividing by the orbital gap gives the next error.

One atom supplies the magnitudes. Diagonalizing its one-electron Hamiltonian in the basis gives orbitals $A$, $A'$ with a gap $\delta_h=0.959$ hartree and $\kappa=(AA'|AA')=0.156$ hartree. Spreading $gg'$ over two distant atoms halves the repulsion, so $(gg'|gg')\approx\kappa/2$, and

$$r_{\rm est}\approx\frac{2(\kappa/2)}{\delta_h}=\frac{0.156}{0.959}\approx0.16 .$$

This estimate does not depend on $R$ and ignores the second configuration.

## Exact solution

### Energy, CI and Fock operators

The two configurations differ by a double excitation, so they are coupled only by $K=(gu|gu)$:

$$E=a^2H_{11}+b^2H_{22}+2abK+\frac{e^2}{R},$$
$$H_{11}=2h_{gg}+(gg|gg),\qquad H_{22}=2h_{uu}+(uu|uu).$$

Using $a^2=(1+\cos2\varphi)/2$, $b^2=(1-\cos2\varphi)/2$ and $2ab=\sin2\varphi$,

$$E=\tfrac12(H_{11}+H_{22})-\tfrac12(H_{22}-H_{11})\cos2\varphi+K\sin2\varphi+\frac{e^2}{R}.$$

The minimum lies at

$$\cos2\varphi=\frac{H_{22}-H_{11}}{\Omega},\quad \sin2\varphi=-\frac{2K}{\Omega},\quad \Omega=\sqrt{(H_{22}-H_{11})^2+4K^2}.$$

Here $\Omega$ is the gap between the CI roots. Since $K$ is the self-repulsion of the distribution $gu$, it is positive; hence $b<0$ when $a>0$. The second derivative at the minimum is

$$\frac{\partial^2E}{\partial\varphi^2}=2(H_{22}-H_{11})\cos2\varphi-4K\sin2\varphi=2\Omega .$$

Each symmetry contains two functions, so each orbital has one angle: $dg/d\theta_g=g'$, $dg'/d\theta_g=-g$, and similarly for $u,u'$. Symmetry keeps $g$ and $u$ orthogonal. The derivatives of $2h_{gg}$, $(gg|gg)$ and $(gu|gu)$ with respect to $\theta_g$ are $4h_{g'g}$, $4(g'g|gg)$ and $2(g'u|gu)$. Therefore

$$\frac{\partial E}{\partial\theta_g}=4\langle g'|F_g|g\rangle,\qquad F_g=a^2(h+J_g)+ab\,K_u .$$

Exchanging the roles of the pairs gives

$$\frac{\partial E}{\partial\theta_u}=4\langle u'|F_u|u\rangle,\qquad F_u=b^2(h+J_u)+ab\,K_g .$$

At a stationary point $g$ and $u$ are eigenvectors of these operators. The gradient fixes only the elements $\langle g'|F_g|g\rangle$ and $\langle u'|F_u|u\rangle$. Adding to $F_g$ a multiple of $J_g-K_g$, which gives zero on $g$, keeps the gradient and the stationary point but changes the gap to $g'$, so the rates found below belong to the operators as written here. Since $ab<0$, the term $abK_g$ attracts $u$ to the region where $g$ is large.

### Curvature of the energy

Let $\Delta_g=\langle g'|F_g|g'\rangle-\langle g|F_g|g\rangle$, and define $\Delta_u$ likewise. Differentiating $4\langle g'|F_g|g\rangle$ once more with respect to $\theta_g$ turns the two outer orbitals, which gives $4\Delta_g$, and changes the density in $J_g$ by $2gg'$, which gives $8a^2(gg'|gg')$. Turning $u$ changes only $K_u$. At fixed $\varphi$ the orbital Hessian $\mathbf H$ thus has the elements

$$\mathbf H_{gg}=4\Delta_g+8a^2(gg'|gg'),\qquad \mathbf H_{uu}=4\Delta_u+8b^2(uu'|uu'),$$
$$\mathbf H_{gu}=4abX,\qquad X=(gu|g'u')+(gu'|g'u).$$

The coupling to the CI angle follows from $da^2/d\varphi=-2ab$ and $d(ab)/d\varphi=a^2-b^2$. With $k_g=(g'u|gu)$,

$$\frac{\partial^2E}{\partial\varphi\,\partial\theta_g}=4\left[-2ab\,(h+J_g)_{g'g}+(a^2-b^2)k_g\right].$$

Stationarity, $a^2(h+J_g)_{g'g}+ab\,k_g=0$, replaces the first matrix element by $-(b/a)k_g$. The bracket becomes $(2b^2+a^2-b^2)k_g=k_g$. For $u$, with $k_u=(gu|gu')$, we have $(h+J_u)_{u'u}=-(a/b)k_u$ and $db^2/d\varphi=2ab$. The bracket is then $(-2a^2+a^2-b^2)k_u=-k_u$. The mixed derivatives are $4w$, where $w=(k_g,-k_u)$.

To second order, the energy change is

$$\delta E=\tfrac12\delta\theta^T\mathbf H\,\delta\theta+4\,\delta\varphi\,w^T\delta\theta+\Omega\,\delta\varphi^2 .$$

Solving the CI sets $\delta\varphi=-2w^T\delta\theta/\Omega$. Substitution leaves $\delta E=\tfrac12\delta\theta^T\mathbf A\,\delta\theta$ with

$$\mathbf A=\mathbf H-\frac8\Omega ww^T .$$

### Error factor per cycle

After the CI step, orbitals displaced by $\delta\theta$ produce operators changed by $\delta F_g$, $\delta F_u$. First-order perturbation theory gives the angle of the new lowest eigenvector,

$$\delta\theta_g^{\rm new}=-\frac{\langle g'|\delta F_g|g\rangle}{\Delta_g}.$$

The gradient at the displaced orbitals contains the same element plus the effect of turning $g$ and $g'$:

$$\tfrac14(\mathbf A\,\delta\theta)_g=\langle g'|\delta F_g|g\rangle+\Delta_g\,\delta\theta_g .$$

Eliminating the matrix element, and doing the same for $u$, gives

$$\delta\theta^{\rm new}=\mathbf M\,\delta\theta,\quad \mathbf M=\mathbf 1-\mathbf D^{-1}\mathbf A,\quad \mathbf D=4\,{\rm diag}(\Delta_g,\Delta_u).$$

The elements are

$$M_{gg}=-\frac2{\Delta_g}\left[a^2(gg'|gg')-\frac{k_g^2}\Omega\right],\quad
M_{uu}=-\frac2{\Delta_u}\left[b^2(uu'|uu')-\frac{k_u^2}\Omega\right],$$
$$M_{gu}=-\frac1{\Delta_g}\left[abX+\frac{2k_gk_u}{\Omega}\right],\qquad M_{ug}=\frac{\Delta_g}{\Delta_u}M_{gu}.$$

The asymptotic rate is $r=\max(|\mu_1|,|\mu_2|)$, where $\mu_i$ are the eigenvalues of $\mathbf M$. For positive gaps, $\mathbf D^{-1}\mathbf A$ is similar to the symmetric matrix $\mathbf D^{-1/2}\mathbf A\mathbf D^{-1/2}$, so they are real. At a minimum with positive definite $\mathbf A$ they are below 1. The cycle still diverges locally if one of them is below $-1$: the step then overshoots by more than the original error. These statements concern small errors, not an arbitrary start. The energy error is quadratic in the angles, so its factor tends to $r^2$.

Two other procedures separate the causes. If the CI coefficients are frozen at their final values, $\mathbf A$ is replaced by $\mathbf H$. Because $\mathbf H-\mathbf A$ has no negative eigenvalue, letting the CI respond can only raise the $\mu_i$ or leave them unchanged. This shortens an overshoot.

If instead the orbitals are fully optimized between CI solutions, $\delta\theta=-4\mathbf H^{-1}w\,\delta\varphi$, and the next CI solution gives

$$\delta\varphi^{\rm new}=\rho\,\delta\varphi,\qquad \rho=\frac8\Omega w^T\mathbf H^{-1}w .$$

### Weak second configuration

The gap $\Delta_u$ becomes small with $b$, which might suggest slow convergence. To isolate this effect, raise all odd orbitals by a constant energy. Then $\Omega\to\infty$ and $b\simeq-K/\Omega\to0$, while gaps and off-diagonal elements of $h$ within the odd space are unchanged. To leading order $F_u$ is $-|b|K_g$ plus a constant, so $\Delta_u\propto|b|$ if $K_g$ has distinct eigenvalues. Stationarity gives $k_u=-(b/a)(h+J_u)_{u'u}$, also of order $b$.

The numerator of $M_{uu}$ is therefore of order $b^2$, and $M_{uu}$ and $M_{gu}$ are of order $b$. Although $M_{ug}$ stays finite, the product $M_{gu}M_{ug}$ vanishes. The eigenvalues tend to $-2(gg'|gg')/\Delta_g$ and 0: the small gap does no harm in this limit, since the errors driving $u$ shrink with it.

### Separated atoms

Let $A,A'$ and $B,B'$ be the eigenfunctions of the two atomic one-electron Hamiltonians, without overlap between atoms. Take $g=(A+B)/\sqrt2$, $u=(A-B)/\sqrt2$, and the same combinations for $g',u'$. Define

$$J_0=(AA|AA),\quad j=(AA|A'A'),\quad \lambda=(AA|AA').$$

Charges $AA$ and $BB$ repel with energy $e^2/R$. The distribution $AA'$ is spherical and has no net charge, so it has no field at the other atom. Put $\tilde J_0=J_0-e^2/R$ and $\tilde j=j-e^2/R$.

From $gu=(AA-BB)/2$ we get $K=\tilde J_0/2$. Since $H_{11}=H_{22}$, the coefficients satisfy $a^2=b^2=\tfrac12$, $ab=-\tfrac12$, and $\Omega=\tilde J_0$. Expanding the other products gives

$$(gg'|gg')=(uu'|uu')=\frac\kappa2,\quad k_g=k_u=\frac\lambda2,\quad X=\frac{\tilde j+\kappa}2 .$$

These orbitals are stationary: in $\langle g'|F_g|g\rangle$ the Coulomb term $\lambda/4$ cancels the exchange term $-\lambda/4$, and $h_{g'g}=0$. The gap has three parts,

$$\Delta=\tfrac12\delta_h+\tfrac14(j-J_0)+\tfrac14(\tilde J_0-\kappa)=\tfrac12\delta_h+\tfrac14(\tilde j-\kappa),$$

and is the same for $u$. Insertion into $\mathbf M$ gives

$$M_{gg}=M_{uu}=\frac{-2\kappa+2\lambda^2/\tilde J_0}{4\Delta},\qquad M_{gu}=M_{ug}=\frac{\tilde j+\kappa-2\lambda^2/\tilde J_0}{4\Delta}.$$

Equal and opposite rotations of $g$ and $u$ are the eigenvectors, with eigenvalues

$$\mu_+=\frac{\tilde j-\kappa}{2\delta_h+\tilde j-\kappa},\qquad
\mu_-=-\frac{\tilde j+3\kappa-4\lambda^2/\tilde J_0}{2\delta_h+\tilde j-\kappa}.$$

Neither vanishes in general as $R\to\infty$, although each atom then has one electron. For equal rotations the true curvature is $4\Delta(1-\mu_+)=2\delta_h$, purely one-electron, but the diagonalization divides by $4\Delta=2\delta_h+\tilde j-\kappa$. Self-repulsion cancels for the occupied orbital but not for the empty one, so for $\tilde j>\kappa$ the step is too short.

## Numbers and comparison

Each run started from the lowest core-Hamiltonian orbitals, with $g$ turned by 0.2 rad toward the second even orbital, in the direction that makes $g$ more compact. The measured rate is the mean factor per cycle of the change in the angles between cycles 40 and 80, computed with 400 decimal digits so that rounding did not stop the decay. The predicted rate uses the integrals at the converged solution.

| $R$ (bohr) | $E$ (hartree) | $b$ | measured | predicted | frozen CI | $\rho$ |
|---|---|---|---|---|---|---|
| 1.0 | −1.0923 | −0.075 | 0.264 | 0.264 | 0.301 | 0.158 |
| 1.4 | −1.1462 | −0.110 | 0.248 | 0.248 | 0.316 | 0.155 |
| 2.0 | −1.1150 | −0.180 | 0.218 | 0.218 | 0.330 | 0.129 |
| 3.0 | −1.0440 | −0.343 | 0.218 | 0.218 | 0.351 | 0.102 |
| 4.0 | −1.0094 | −0.512 | 0.239 | 0.239 | 0.379 | 0.102 |
| 6.0 | −0.9971 | −0.669 | 0.279 | 0.279 | 0.413 | 0.096 |
| 10.0 | −0.9965 | −0.707 | 0.316 | 0.316 | 0.431 | 0.081 |

At 1.4 bohr, the energies in hartree are $\Delta_g=0.9476$, $\Delta_u=0.01955$, $\Omega=1.6240$, $(gg'|gg')=0.10859$, $(uu'|uu')=0.09264$, $k_g=0.08038$, $k_u=0.05206$ and $X=0.16683$. With $a^2=0.9879$, $b^2=0.01209$ and $ab=-0.1093$,

$$M_{gg}=-\frac{2(0.10727-0.00398)}{0.9476}=-0.218,$$
$$M_{uu}=-\frac{2(0.00112-0.00167)}{0.01955}=0.056,$$
$$M_{gu}=\frac{0.01823-0.00515}{0.9476}=0.0138,\qquad M_{ug}=\frac{0.01308}{0.01955}=0.669 .$$

The eigenvalues are

$$\mu=-0.081\pm\sqrt{0.137^2+0.0138\times0.669}=-0.081\pm0.167,$$

or $-0.248$ and $0.086$. The estimate 0.16 is therefore low by about a third. The molecular integral and gap raise it to $2\times0.10727/0.9476=0.226$; CI response lowers this to 0.218; coupling to $u$ raises it to 0.248. This split follows $M_{gg}$ and depends on the order of the steps: with the coupling to $u$ included first, the frozen-CI rate is 0.316, and CI response lowers it to 0.248.

The energy error after zero to six cycles is $2.7\times10^{-1}$, $1.5\times10^{-2}$, $8.0\times10^{-4}$, $4.9\times10^{-5}$, $3.0\times10^{-6}$, $1.9\times10^{-7}$ and $1.1\times10^{-8}$ hartree. The last factor is $0.062=0.248^2$. The estimate would have promised $10^{-8}$ hartree in about five cycles; slightly more than six are needed.

At 1.4 bohr, full orbital optimization gives a smaller factor per CI solution, $\rho=0.155$. But $\ln0.155/\ln0.248\approx1.34$, so asymptotically it pays only if that optimization costs less than 1.34 single cycles. The break-even number is larger at long distance, about 1.5 at 3 bohr and 2.2 at 10 bohr.

The shallow minimum of the rate near 2 to 3 bohr, found in this basis, can be read from the negative eigenvalue, whose magnitude is $-\tfrac12(M_{gg}+M_{uu})+\sqrt{\tfrac14(M_{gg}-M_{uu})^2+M_{gu}M_{ug}}$. For a positive product this falls when $M_{gg}$ or $M_{uu}$ rises, and it rises with $M_{gu}M_{ug}$. Between 1 and 4 bohr, $M_{gg}$ rises from $-0.248$ to $-0.071$, which lowers the rate; $M_{uu}$ falls from 0.088 to $-0.075$ and $M_{gu}M_{ug}$ grows from 0.006 to 0.027, both of which raise it. From 1 to 2 bohr the first change wins, from 2 to 3 bohr the changes balance, and beyond 3 bohr the growth of the coupling dominates.

For separated atoms, $J_0=0.6287$, $j=0.6117$, $\kappa=0.1564$ and $|\lambda|=0.1862$ hartree give

$$\mu_+=\frac{0.455}{2.374}=0.192,\qquad \mu_-=-\frac{1.0810-0.2205}{2.3736}=-0.3625 .$$

The limiting rate, 0.3625, is more than twice the estimate. At 10 bohr, $e^2/R=0.1$ hartree, and the same formula gives $\mu_-=-(0.981-0.262)/2.274=-0.316$, the value in the table. At 6 bohr it gives $-0.278$, against a measured magnitude of 0.279. The slow rise at large $R$ is thus the Coulomb tail in $\tilde j$ and $\tilde J_0$, not remaining overlap.

Fast convergence does not make the wavefunction complete. At 1.4 bohr, full CI in the same basis gives $-1.1517$ hartree, 0.0054 hartree below the two-configuration energy. The basis itself has no polarization functions, so neither energy is the basis-set limit. The rates are not converged with basis either. With the $\sigma$ orbitals of cc-pVTZ the same cycle gives 0.305, 0.319, 0.346 and 0.395 at 1.4, 2, 3 and 10 bohr and about 0.42 for separated atoms. These values are higher by 0.06 to 0.13 and show no dip at 2 to 3 bohr.
